\section*{Does the smallest kappa always set the tunnelling decay of a ladder?}

\section*{Question}

I am modelling hole tunnelling through two identical molecular wires that lie face to face. Each wire is a chain with one orbital per repeat unit, and facing units are coupled, so the model is a two-leg ladder. At the electrode energy $E$, above both bands, the complex band structure gives two decay constants. I would take the smaller one, $\kappa_{\min}$, and write $T\propto e^{-2\kappa_{\min}L}$, since the other mode dies out sooner. Does this hold whatever the contacts are? If not, what is the simplest ladder in which it fails, and how robust is the failure when the symmetry is imperfect?

\section*{Answer}

It does not hold whatever the contacts are. The complex bands say which exponentials the ladder supports; the contacts decide which of them carry current. Your ladder is already a counterexample if each electrode ends in one orbital coupled equally to both wires. I assume coherent, elastic transport in linear response.

\subsection*{The two evanescent modes}

Let $n=1,\dots,N$ label the rungs, with spacing $a$, and let $1,2$ label the legs. Put the site level at zero. The hopping is $-t$ along a leg and $-t_r$ across a rung, with $t,t_r>0$. The orbital on leg 2 is defined as the mirror image of that on leg 1. Facing lobes then have equal sign and their overlap is bonding, which is why the rung hopping is negative.

The rung states $|e\rangle=(|1\rangle+|2\rangle)/\sqrt2$ and $|o\rangle=(|1\rangle-|2\rangle)/\sqrt2$ are eigenstates of the rung coupling with levels
\begin{equation}
\varepsilon_e=-t_r,\qquad \varepsilon_o=+t_r .
\end{equation}
Leg hopping is the same on both legs and preserves parity, so the ladder separates into two chains, $s=e,o$:
\begin{equation}
E\psi_n=\varepsilon_s\psi_n-t(\psi_{n+1}+\psi_{n-1}).
\end{equation}
Inserting $\psi_n=\lambda^n$ gives $E-\varepsilon_s=-t(\lambda+\lambda^{-1})$. Above the band the left side exceeds $2t$, so $\lambda$ is real and negative. With $\lambda=-e^{-\theta_s}$,
\begin{equation}
\cosh\theta_s=\frac{E-\varepsilon_s}{2t},\qquad \kappa_s=\frac{\theta_s}{a}.
\label{theta}
\end{equation}
Because $\varepsilon_o>\varepsilon_e$ and $\cosh$ increases for positive argument, $\theta_o<\theta_e$: the slowest mode is odd. Below both bands $\lambda=+e^{-\theta_s}$ and $\cosh\theta_s=(\varepsilon_s-E)/2t$, so the order reverses and the slowest mode is even. The effect therefore depends on the side of the bands at which one tunnels.

\subsection*{What a contact injects}

Let each lead be a chain with hopping $-t_L$ and band centre at $E$. Its end site couples to the two legs of an end rung with amplitudes $-v_1,-v_2$. Write $v=\sqrt{v_1^2+v_2^2}$. The lead sees one normalized combination of the legs,
\begin{equation}
|c\rangle=\frac{v_1|1\rangle+v_2|2\rangle}{v}=l_e|e\rangle+l_o|o\rangle,\qquad
l_{e,o}=\frac{v_1\pm v_2}{\sqrt2\,v}.
\end{equation}
Removing the end site of a half-infinite chain leaves the same chain, so its end Green function obeys $g_L=1/(0-t_L^2g_L)$ at the band centre. Thus $g_L^2=-1/t_L^2$, and the retarded root is $g_L=-i/t_L$. Eliminating the lead adds to the ladder the self-energy
\begin{equation}
v^2g_L|c\rangle\langle c|=-\frac{i\Gamma}{2}|c\rangle\langle c|,\qquad
\Gamma=\frac{2v^2}{t_L}.
\end{equation}
For $v_1=v_2$ the odd amplitude $l_o$ vanishes.

\subsection*{Transmission through both modes}

Call the contact states $c_L$ on rung 1 and $c_R$ on rung $N$, with $N\ge2$ and parity amplitudes $l_s$ and $r_s$. In the left lead, cut off from the ladder, a unit incoming wave $e^{ikm}$ with $k=\pi/2$ is reflected so that the total vanishes at the missing site $m=1$. From $i-ir=0$ we get $r=1$, and the amplitude on the end site $m=0$ is 2. The ladder is thus driven by the source $-2v_L|c_L\rangle$, and the right lead's end site acquires the amplitude
\begin{equation}
\tau=\left(-\frac{i}{t_L}\right)(-v_R)\,G_{RL}\,(-2v_L)
=-\frac{2iv_Lv_R}{t_L}G_{RL},
\end{equation}
where $G$ is the ladder Green function including both self-energies. The leads have equal velocities, so
\begin{equation}
T=|\tau|^2=\frac{4v_L^2v_R^2}{t_L^2}|G_{RL}|^2=\Gamma_L\Gamma_R|G_{RL}|^2 .
\end{equation}

To find $G_{RL}$, start from an isolated chain of parity $s$. The matrix $E-h$ has $2t\cosh\theta_s$ on the diagonal and $+t$ beside it. Expanding its determinant along the last row gives
\begin{equation}
D_N=2t\cosh\theta_s\,D_{N-1}-t^2D_{N-2},\quad D_0=1,\quad D_1=2t\cosh\theta_s .
\end{equation}
The identity $\sinh((N+1)\theta)+\sinh((N-1)\theta)=2\cosh\theta\sinh(N\theta)$ shows that the solution is $D_N=t^N\sinh((N+1)\theta_s)/\sinh\theta_s$. The end-diagonal element of the inverse is $D_{N-1}/D_N$. For the corner element the remaining minor is triangular, with value $t^{N-1}$, and its cofactor sign is $(-1)^{N+1}$. Hence
\begin{equation}
p_s=\frac{\sinh(N\theta_s)}{t\sinh((N+1)\theta_s)},\qquad
q_s=\frac{(-1)^{N+1}\sinh\theta_s}{t\sinh((N+1)\theta_s)} .
\label{pq}
\end{equation}
The isolated ladder does not mix parities. Between the contact states its elements are therefore
\begin{equation}
q=\sum_s l_sr_sq_s,\qquad p_L=\sum_s l_s^2p_s,\qquad p_R=\sum_s r_s^2p_s .
\label{overlap}
\end{equation}
The self-energies act on the two contact states alone, so Dyson's equation $G=g+g\Sigma G$ closes as a $2\times2$ problem, $G=(1-g\Sigma)^{-1}g$, with
\begin{equation}
1-g\Sigma=\begin{pmatrix}1+\tfrac i2\Gamma_Lp_L&\tfrac i2\Gamma_Rq\\[2pt]
\tfrac i2\Gamma_Lq&1+\tfrac i2\Gamma_Rp_R\end{pmatrix}.
\end{equation}
Its determinant is
\begin{equation}
\Delta=\left(1+\tfrac i2\Gamma_Lp_L\right)\left(1+\tfrac i2\Gamma_Rp_R\right)+\tfrac14\Gamma_L\Gamma_Rq^2 .
\end{equation}
The off-diagonal element is $[(1+\tfrac i2\Gamma_Rp_R)q-\tfrac i2\Gamma_Rq\,p_R]/\Delta=q/\Delta$; since $g$ and $\Sigma$ are symmetric, it equals $G_{RL}$. The result is
\begin{equation}
T=\Gamma_L\Gamma_R\left|\frac{q}{\Delta}\right|^2 .
\label{T}
\end{equation}
As $N$ grows, $\Delta$ tends to a nonzero constant, and the decay comes from $q$. A mode enters $q$ through the product $l_sr_s$. In this model the long-length decay is governed by the smallest $\kappa_s$ among modes with $l_sr_s\neq0$.

\subsection*{Even contacts, and three variations}

For $v_1=v_2$ at both ends, $q=q_e$. When $N\theta_e\gg1$, $\sinh((N+1)\theta_e)\simeq e^{(N+1)\theta_e}/2$, so $p_e\simeq e^{-\theta_e}/t$ and $|q_e|\simeq2\sinh\theta_e\,e^{-(N+1)\theta_e}/t$. Dropping $q^2$ in $\Delta$ and writing $\gamma=\Gamma/2t$, so that $\Gamma^2/t^2=4\gamma^2$,
\begin{equation}
T\simeq\frac{16\gamma^2\sinh^2\theta_e}{(1+\gamma^2e^{-2\theta_e})^2}\,e^{-2(N+1)\theta_e}.
\label{asym}
\end{equation}
With $L=(N-1)a$ the exponential is $e^{-4\theta_e}e^{-2\kappa_eL}$. The slower odd solution still exists in the ladder, but nothing excites it.

\textbf{One even contact.} Let the right lead touch leg 1 alone, so $r_e=r_o=1/\sqrt2$, while $l_o=0$. Then $q=q_e/\sqrt2$ and the rate is still $2\kappa_e$. The right contact can generate odd amplitude near itself, but the wave has to reach it as an even one.

\textbf{Separate reservoirs.} Give each of the four end sites its own identical lead. This arrangement is mirror symmetric too, yet the even and odd combinations of the two leads at each end are independent incoming channels. They feed the even and odd chains separately, so $T=T_e+T_o$ and the slow rate returns. Mirror symmetry of the contact is not enough; it must lack an odd channel.

\textbf{An open odd band.} If $E$ lies inside the odd band but above the even one, the odd chain has propagating states, but with even contacts $q$ is still $q_e$. With exact symmetry the ladder then conducts by tunnelling although it has a band at $E$. This case is fragile: with the parameters below but $E=1.2$ eV, contacts with $v_2/v_1=0.9$ at both ends raise $T$ by factors between about 12 and $6\times10^5$ for $N=10$ to 18. Most of this growth comes from the reference: here $\cosh\theta_e=1.25$, so the even-contact $T$ falls by $e^{2\theta_e}=4$ per rung, while with unequal couplings $T$ stops decaying and stays near $10^{-6}$. On top of this trend the factor peaks when a level of the odd chain lies close to $E$, as at $N=12$, where $T$ reaches $9\times10^{-4}$.

\subsection*{Numbers for a pair of wires}

Take $a=0.4$ nm, $t=0.6$ eV, $t_r=0.3$ eV and $E=1.9$ eV above the centre of the band built from the highest occupied orbitals (HOMO). The contacts have $\Gamma=0.3$ eV. The band tops are at $2t\mp t_r$, that is 0.9 eV (even) and 1.5 eV (odd). Equation (\ref{theta}) gives
\begin{align}
\cosh\theta_e&=\frac{1.9+0.3}{1.2}=1.833, & \theta_e&=1.215, & \kappa_e&=3.04\ \mathrm{nm^{-1}},\\
\cosh\theta_o&=\frac{1.9-0.3}{1.2}=1.333, & \theta_o&=0.795, & \kappa_o&=1.99\ \mathrm{nm^{-1}}.
\end{align}
Diagonalizing the transfer matrix of the full ladder, without assuming parity, gives the same two values of $\theta$, with parity $-1$ for the slower mode and $+1$ for the faster. At $E=-1.9$ eV the slowest mode has parity $+1$.

For $N=6$, $L=5\times0.4=2.0$ nm. Here $\gamma=0.3/1.2=0.25$, so $16\gamma^2=1$; also $\sinh^2\theta_e=1.833^2-1=2.36$. The denominator in (\ref{asym}) is 1.01, and
\begin{equation}
T\simeq\frac{2.36}{1.01}\,e^{-14\times1.2149}=9.6\times10^{-8}.
\end{equation}
Solving the wave equation with explicit leads gives the same value to the digits shown. The conductance $(2e^2/h)T$ is 7.4 pS. Separate reservoirs with the same $\Gamma$ on every end site give 865 pS, larger by a factor of 116.

From $N=2$ to $N=6$ the even-contact transmission falls from $1.6\times10^{-3}$ to $9.6\times10^{-8}$, a factor of about $1.7\times10^4$. The smallest-$\kappa$ rule would predict $e^{8\theta_o}\approx580$. For long ladders the computed decay of $\ln T$ per rung is:
\begin{center}
\begin{tabular}{lc}
both contacts even & 2.430\\
left even, right on one leg & 2.430\\
both on one leg & 1.591\\
separate reservoirs & 1.591
\end{tabular}
\end{center}
These are $2\theta_e$ in the first two rows and $2\theta_o$ in the last two.

\subsection*{Imperfect symmetry}

Suppose both contacts have the same slightly unequal couplings. The odd weight is
\begin{equation}
w=l_o^2=\frac{(v_1-v_2)^2}{2(v_1^2+v_2^2)},\qquad q=(1-w)q_e+wq_o .
\end{equation}
The slow term starts small but loses less per rung. Using the large-$N$ form of (\ref{pq}), the two terms are equal when
\begin{equation}
(1-w)\sinh\theta_e\,e^{-(N^*+1)\theta_e}=w\sinh\theta_o\,e^{-(N^*+1)\theta_o},
\end{equation}
and taking logarithms,
\begin{equation}
N^*+1=\frac{1}{\theta_e-\theta_o}\ln\frac{(1-w)\sinh\theta_e}{w\sinh\theta_o}.
\label{cross}
\end{equation}
For $v_2/v_1=0.9$, $w=0.01/3.62=0.0028$ and $N^*=14.4$. At $N=6$ the asymmetry raises $T$ by 5.5\% over equal couplings at the same $\Gamma$. Well beyond $N^*$ the smallest $\kappa$ does govern.

Near $N^*$ the signs matter. The factor $(-1)^{N+1}$ is common to $q_e$ and $q_o$, so they add if both contacts favour the same leg. If they favour opposite legs, $l_or_o=-w$ and they subtract. At $N=14$, $T$ relative to equal couplings is 3.4 in the first case and 0.02 in the second.

A level difference $\delta$ between the legs acts similarly. The rung matrix then has diagonal elements $\pm\delta/2$ and eigenvalues $\mp R$, with $R=\sqrt{t_r^2+\delta^2/4}$. Its eigenvectors are the same on every rung, so there are again two chains. If $|e\rangle$ has weight $w$ in the upper one, its mean energy is
\begin{equation}
-t_r=-(1-w)R+wR\quad\Rightarrow\quad w=\frac12\left(1-\frac{t_r}{R}\right).
\end{equation}
Equation (\ref{cross}) applies with $\varepsilon_{e,o}$ replaced by $\mp R$. For $\delta=0.05$ eV, $w=0.0017$ and $N^*=15.4$; at $N=6$, $T$ rises by 2.8\%.

\subsection*{How this compares with real wires}

The parameters are illustrative and not fitted to a particular pair of wires. Each pair end is taken to touch an $s$-like metal apex orbital centred on the mirror plane. The rung coupling depends on the distance and alignment of the facing units, so it should be computed for the stacking at hand. To first order in $t_r$, (\ref{theta}) gives $\theta_e-\theta_o\simeq t_r/(t\sinh\theta_0)$ with $\cosh\theta_0=E/2t$. This is 0.41 here but 0.14 for $t_r=0.1$ eV, so weaker stacking makes the two rates harder to tell apart.

The model also leaves out coupling between a unit and the diagonal neighbours of its partner on the other wire. A hopping $-t_d$ of this kind keeps the mirror symmetry, but the leg hopping becomes $t+t_d$ in the even chain and $t-t_d$ in the odd one. In the example, $t_d=0.05$ eV raises $T$ at $N=6$ by a factor of 2.6, while $t_d=-0.05$ eV lowers it to 0.36 of its value. Once $t_d$ exceeds about 0.095 eV the even mode becomes the slowest, and even contacts then follow the smallest $\kappa$ after all. The sign and size of $t_d$ therefore have to be known before the example is carried over to real wires.

Another exposed assumption in a real junction is the single even channel: apex orbitals odd in the mirror, or several contact atoms, can inject the odd mode. The factor of 116 above shows how far the conductance moves if that channel is as well coupled as the even one.

Other omissions were sized at $N=6$ with even contacts. Independent Gaussian site disorder of 0.05 eV rms puts the 10th and 90th percentiles of $T$ at 0.90 and 1.13 times the clean value. Disorder also mixes the parities, so its effect grows with length: at $N=20$ the same percentiles are about 0.1 and 20. A second ladder of lowest unoccupied orbitals, centred at 5.5 eV with the same hoppings and contact strength, changes $T$ by a factor of 0.88 or 1.15, depending on the relative sign of its end-to-end amplitude. Thermal averaging of the coherent current adds 0.3\% at 77 K and 5\% at 300 K.

Inelastic hopping is a more serious matter. The odd band top of a long ladder lies 0.4 eV from $E$. The Boltzmann factor for reaching it is $7\times10^{-27}$ at 77 K but $1.9\times10^{-7}$ at 300 K. In a finite ladder the highest level, $t_r+2t\cos(\pi/(N+1))$, lies lower. For $N=6$ it is 0.52 eV from $E$ and the 300 K factor is $1.9\times10^{-9}$, about fifty times below the tunnelling transmission. For $N=10$ it is 0.45 eV away and the factor is $2.9\times10^{-8}$, far above $T=5.8\times10^{-12}$. This factor is not a hopping conductance, but it suggests that hopping could compete at room temperature, increasingly so for longer ladders, so the example is meant for 77 K. Electron interactions and image charges are left out and not sized. The numerical output lists the remaining values.

For your own junction, project each contact's coupling onto the evanescent modes before choosing a $\kappa$, then compare the wire length with $N^*$ for the asymmetry you expect.

\section*{Computed values}
\begin{verbatim}
spacing a = 0.4 nm; t = 0.6 eV; t_r = 0.3 eV
E = 1.9 eV above HOMO-band centre; Gamma = 0.3 eV
lead hopping = 2.0 eV; coupling to each leg = 0.3873 eV
band tops: even 0.900 eV, odd 1.500 eV
cosh theta: even 1.8333, odd 1.3333
theta: even 1.2149, odd 0.7954
kappa: even 3.037 /nm, odd 1.988 /nm
2 kappa: even 6.074 /nm, odd 3.977 /nm
transfer matrix, slowest: theta 0.7954, parity -1.000
transfer matrix, next: theta 1.2149, parity +1.000
at E = -1.9 eV the slowest mode has parity +1.000
N, T even contacts, T odd contacts, T separate reservoirs:
   2  1.596e-03  6.517e-03  8.112e-03
   4  1.236e-05  2.666e-04  2.790e-04
   6  9.587e-08  1.107e-05  1.116e-05
   8  7.433e-10  4.595e-07  4.602e-07
  10  5.764e-12  1.908e-08  1.908e-08
example: N = 6, end-to-end length = 2.00 nm
T even, long-ladder formula, N = 6: 9.587e-08
conductance, even contacts = 7.428 pS
conductance, separate reservoirs = 864.8 pS
T separate / T even at N = 6: 116.4
T drop per rung: even 11.36, odd 4.91
measured decay of ln T per rung:
  both contacts even: 2.4298
  left even, right on one leg: 2.4298
  both on one leg: 1.5907
  separate reservoirs: 1.5907
leg detuning 0.05 eV: slow weight w = 1.727e-03
  crossover N*: formula 15.43, wave matching 15.48
  T / T_symmetric at N = 6: 1.028
contact ratio v2/v1 = 0.9: slow weight w = 2.762e-03
  crossover N*: formula 14.36, wave matching 14.37
  T / T_symmetric at N = 6: 1.055
  at N = 14: same asymmetry 3.439, opposite 0.0196
site disorder 0.05 eV rms, T/T_clean 10/50/90 %: 0.90 1.00 1.13
LUMO ladder centred at 5.5 eV, T ratio for two signs: 0.875, 1.154
thermal average / T(E): 77 K 1.0031, 300 K 1.0500
average over 0.1 V bias window / T(E): 1.0182
activation energy to odd band = 0.400 eV
  Boltzmann factor at 77 K: 6.60e-27
  Boltzmann factor at 300 K: 1.91e-07
vacuum, 5.0 eV barrier: kappa = 11.46 /nm, exp(-2 kappa L) = 1.3e-20
\end{verbatim}
